\section*{Picosecond Brillouin oscillations: optical absorption mimics sound attenuation}

\section{What may be entered as sound damping?}

Suppose that a calculation of phonon transport or of an acoustic resonator needs the attenuation of sound near 235 GHz in silicon, and that a picosecond Brillouin trace taken at 400 nm is at hand. Its oscillation dies away in about 10 ps. One must decide how much of that decay to enter as acoustic loss. In the example worked out below, a sound wave with no loss at all already produces a decay time of 9.7 ps. Entering the measured rate would build a fictitious damping into the calculation.

The belief to be examined is this: the oscillation comes from light scattered by a travelling strain pulse, so when the oscillation fades, the pulse must be fading. The belief is tempting because the signal is proportional to the strain, and in a transparent medium the pulse may indeed be what fades. In an absorbing medium, however, the pulse also moves away from the light. A strain of constant height at a growing depth is lit by an ever weaker field, and what it scatters is weakened again on the way out.

Even with this granted, the rate is easily misjudged. Because a field is detected, one might use the field absorption coefficient, half that of intensity. Because the light goes in and out, one might double the intensity coefficient. The derivation settles the factor.

\section{From strain to reflectivity}

Light of vacuum wavelength $\lambda$ and wavenumber $k_0=2\pi/\lambda$ falls at normal incidence on a surface at $z=0$. Fields vary as $e^{-i\omega t}$. A thin film of thickness $d$ may cover the medium of interest, which has the uniform index $n+i\kappa$. The strain changes slowly compared with the optical field, so at each delay it may be treated as frozen. Let $E_0$ be the field without strain and $E$ the field when strain has changed the permittivity $\varepsilon$ by $\delta\varepsilon$:
\begin{align}
E_0''+k_0^2\varepsilon E_0&=0, &
E''+k_0^2(\varepsilon+\delta\varepsilon)E&=0 .
\end{align}
Multiply the second equation by $E_0$, the first by $E$, and subtract. The terms in $\varepsilon$ cancel, leaving
\begin{equation}
\frac{d}{dz}\left(E_0E'-EE_0'\right)=-k_0^2\,\delta\varepsilon\,E_0E .
\label{eq:wronskian}
\end{equation}
In air both fields have unit incident amplitude, $E_0=e^{ik_0z}+r_0e^{-ik_0z}$ and $E=e^{ik_0z}+re^{-ik_0z}$. At $z=0$ the bracket is therefore
\begin{equation}
ik_0\left[(1+r_0)(1-r)-(1+r)(1-r_0)\right]=2ik_0(r_0-r).
\end{equation}
Deep in the absorbing medium both fields vanish, and so does the bracket. Integrating \eqref{eq:wronskian} from the surface to infinity gives $-2ik_0(r_0-r)=-k_0^2\int\delta\varepsilon E_0E\,dz$. Solving for $\delta r=r-r_0$, and replacing $E$ by $E_0$ under the integral, which is correct to first order in the strain, we obtain
\begin{equation}
\delta r=\frac{ik_0}{2}\int_0^\infty\delta\varepsilon\,E_0^2\,dz .
\label{eq:born}
\end{equation}
The square of the field stands here, without complex conjugation. One factor $E_0$ is the light that reaches the strain; the other describes the return of the scattered light.

Let $x=z-d$ be the depth below the film. In the medium $E_0=T e^{i(n+i\kappa)k_0x}$, where the constant $T$ contains the whole effect of surface and film. The intensity falls as $|E_0|^2\propto e^{-2\kappa k_0x}$, which defines the intensity absorption coefficient
\begin{equation}
\alpha=2\kappa k_0=\frac{4\pi\kappa}{\lambda}.
\end{equation}
With $q=2nk_0$, the squared field is
\begin{equation}
E_0^2=T^2e^{sx},\qquad s=2i(n+i\kappa)k_0=iq-\alpha .
\end{equation}
Each pass weakens the field by $e^{-\alpha x/2}$, and two passes make $e^{-\alpha x}$.

Now let the strain be a pulse of fixed shape, $\eta=g(x-vt)$, lying wholly inside the medium, and let $\delta\varepsilon=P\eta$ with a constant photoelastic coefficient $P$. Substituting $u=x-vt$ in \eqref{eq:born} takes the factor $e^{svt}$ out of the integral:
\begin{equation}
\delta r=\frac{ik_0}{2}PT^2\,e^{iqvt}e^{-\alpha vt}\int g(u)\,e^{su}\,du .
\label{eq:dr}
\end{equation}
The remaining integral does not depend on time. The detector records $|r_0+\delta r|^2-|r_0|^2=2\,\mathrm{Re}(r_0^*\delta r)+|\delta r|^2$. For $|\delta r|\ll|r_0|$ the interference term dominates, and
\begin{equation}
\delta R\propto e^{-\alpha vt}\cos(qvt+\varphi).
\label{eq:main}
\end{equation}
The decay rate is $\alpha v$. The rate $2\alpha v$ belongs to $|\delta r|^2$, the intensity of the scattered light alone. The rate $\alpha v/2$ would leave out one of the two passes.

The angular frequency is $\omega_B=qv$. Dividing the decay rate by it removes the sound velocity:
\begin{equation}
\frac{\alpha v}{\omega_B}=\frac{\kappa}{n},\qquad
N=\frac{\omega_B}{2\pi\alpha v}=\frac{n}{2\pi\kappa},
\label{eq:ratio}
\end{equation}
where $N$ is the number of periods in one decay time. As $\kappa\to0$ the optical damping disappears. When $\kappa$ is comparable with $n$, the signal is gone within a fraction of a period, however perfectly the sound travels.

\section{The number for silicon}

Take silicon under 10 nm of aluminium, probed at 400 nm, with the rough values $n=5.6$, $\kappa=0.39$ and $v=8.4$ km/s, which is 8.4 nm/ps. Then
\begin{align}
\alpha&=\frac{4\pi\times0.39}{400\ \mathrm{nm}}=0.01225\ \mathrm{nm^{-1}},\\
\alpha v&=0.01225\times8.4=0.1029\ \mathrm{ps^{-1}},\\
\frac{\omega_B}{2\pi}&=\frac{2nv}{\lambda}=\frac{2\times5.6\times8.4}{400}\ \mathrm{ps^{-1}}=235\ \mathrm{GHz}.
\end{align}
In the units of optical tables, $\alpha=1.2\times10^5$ cm$^{-1}$. The decay time is 9.7 ps, or 2.3 periods. Someone who took it for a sound lifetime would report an attenuation length of $v\times9.72\ \mathrm{ps}=82$ nm. That length is $1/\alpha$, the optical absorption depth, and contains no information about acoustic loss.

Equation \eqref{eq:main} rests on a first-order formula, so it was compared with a finite-difference solution of the full wave equation for air, film and strained silicon. The pulse was $g(u)=\eta_p(u/\sigma)\exp(1/2-u^2/2\sigma^2)$, with peak strain $\eta_p=10^{-3}$, $\sigma=6$ nm and the model value $P=20+10i$. It moved without any change of shape. Decay rate and frequency were extracted from the reflectivity between 6 and 30 ps by linear prediction, which fits each sample as a fixed combination of the two before it, as a damped cosine requires, and leaves the rate free. The result was 0.1030 ps$^{-1}$, within 0.1\% of $\alpha v$. From 10 to 20 ps the amplitude of $\delta R/R$ fell from $8.6\times10^{-5}$ to $3.1\times10^{-5}$, a factor of 0.357, although the strain pulse was the same at both times. With $\kappa$ of silicon set to zero and all else held fixed, the fitted rate dropped to $3\times10^{-5}$ ps$^{-1}$, which is 0.03\% of $\alpha v$. These and the other values are collected in the numerical output.

\section{When the medium itself absorbs the pump}

One may object that the pulse does not always lie wholly inside the medium. The objection applies even to the sample above: with the indices used, 10 nm of aluminium passes about 22\% of 400 nm light into the silicon and absorbs only about 5\%, so a pump near that wavelength would generate strain mainly in the silicon. If the pump is absorbed in a bare medium, the strain has an exponential tail that reaches back to the surface. Consider sudden heating that would produce the stress-free strain $\eta_0e^{-ax}$, where $1/a$ is the pump absorption depth, and let this source stay constant afterwards. Let $p$ be the stress divided by the elastic modulus, so that $p=\eta-\eta_0e^{-ax}$. Newton's law for the displacement $w$ is $w_{tt}=v^2p_x$. Differentiating it with respect to $x$, and using $\eta=w_x$ with a static source, gives $p_{tt}=v^2p_{xx}$.

At $t=0$ nothing has moved, so $p=-\eta_0e^{-ax}$ and $p_t=0$. The free surface requires $p(0,t)=0$, which an odd continuation of the initial stress to $x<0$ ensures. Half of that profile then travels each way, and
\begin{equation}
\frac{\eta}{\eta_0}=e^{-ax}-\tfrac12e^{-a(x+vt)}-\tfrac12\,\mathrm{sgn}(x-vt)\,e^{-a|x-vt|}.
\end{equation}
The optical signal needs $S=\int_0^\infty(\eta/\eta_0)e^{sx}dx$. The first two terms give $1/(a-s)$ and $-\frac12e^{-avt}/(a-s)$. The last term, split at $x=vt$, gives
\begin{equation}
-\frac{e^{svt}}{2(a-s)}+\frac{e^{svt}-e^{-avt}}{2(a+s)} .
\end{equation}
Collecting equal exponentials,
\begin{equation}
S(t)=\frac{1}{a-s}-\frac{a\,e^{-avt}}{a^2-s^2}-\frac{s\,e^{svt}}{a^2-s^2}.
\label{eq:S}
\end{equation}
At $t=0$ the three terms add to zero, as they must before anything has moved. The first term is a constant offset and the second a background without oscillation. The third oscillates, and its amplitude again decays at $\alpha v$. The tail has changed the background and the prefactor, not the damping of the oscillation.

The case $a=\alpha$ looks dangerous. Behind the pulse the strain falls as $e^{au}$ while the optical weight grows towards the surface as $e^{-\alpha u}$, so the integral in \eqref{eq:dr}, if extended to $u=-\infty$, does not converge absolutely. The true integral stops at the surface, and the denominator $a+s=a-\alpha+iq$ does not vanish because $q\neq0$. A lossless elastic simulation with $a=\alpha$ agreed with \eqref{eq:S} within $3\times10^{-4}$ of the magnitude of the constant term. In it the step of $p$ at the pulse centre, which equals the step of the strain because the source is continuous, was $0.997\,\eta_0$ at both 10 and 30 ps when taken across two grid cells. Over the same 20 ps the optical factor falls to $e^{-0.1029\times20}=0.13$.

The static source is an assumption. If carriers or heat spread appreciably during the measurement, the strain keeps being generated, and \eqref{eq:S} no longer describes the trace. Silicon is such a case: with rough diffusivities of 90 nm$^2$/ps for heat and 1800 nm$^2$/ps for carriers, the source spreads by about 40 and 190 nm in 10 ps, against a depth of 82 nm. A diffusing source does not oscillate at $qv$, so after the first picoseconds it changes the background and lowers the amplitude of the oscillation, here by about 2\% and 24\%, while the oscillation still decays at $\alpha v$ as long as $\alpha$ itself is unchanged.

\section{If the sound is damped as well}

Real attenuation does add to the decay. A simple model is
\begin{equation}
\eta_t+v\eta_x=D\eta_{xx},
\end{equation}
in which a strain wave of real wavenumber $q$ decays at $Dq^2$. For a pulse away from the surface, multiply by $e^{sx}$ and integrate by parts. The boundary terms vanish, and each derivative of $\eta$ becomes a factor $-s$. The integral $S$ then obeys $\dot S=(sv+Ds^2)S$. Since $s^2=\alpha^2-q^2-2iq\alpha$, the decay rate $\Gamma$ and angular frequency $\Omega$ are
\begin{align}
\Gamma&=\alpha v+D(q^2-\alpha^2), & \Omega&=qv-2Dq\alpha .
\label{eq:gamma}
\end{align}
The small term $-D\alpha^2$ has a plain origin. Diffusion moves some strain nearer the surface and some deeper, and the exponential weight $e^{-\alpha x}$ gains more from the first than it loses from the second. Relative to $Dq^2$ the correction is $(\kappa/n)^2$, about 0.5\% here, so in this model the optical and acoustic rates add almost exactly for $\kappa\ll n$. A loss that also changes the sound velocity with frequency adds less cleanly: in the relaxation model below, near its maximum, the excess over $\alpha v$ is about 14\% larger than the acoustic rate, a correction of order $\kappa/n$.

With a deliberately strong $D=3$ nm$^2$/ps, the finite-difference optical solution gave $\Gamma=0.1954$ ps$^{-1}$. Equation \eqref{eq:gamma} gives 0.1953, and the plain sum $\alpha v+Dq^2$ gives 0.1958. A measured decay can therefore contain sound attenuation, but it reveals that part only after $\alpha v$ has been subtracted.

\section{What remains to be measured in silicon}

How large might the acoustic part be? For one mechanism, a simple model in which the phonon modes exchange energy locally gives an estimate. Strain $\eta$ changes the frequency of phonon mode $i$ by the fraction $-\gamma_i\eta$. Before the modes exchange energy, their temperatures become $T_0(1-\gamma_i\eta)$, where $T_0$ is the ambient temperature. Equalization to the common value $T_0(1-\bar\gamma\eta)$, with $\bar\gamma$ the mean weighted by heat capacity, changes the energy of mode $i$ by $C_iT_0(\gamma_i-\bar\gamma)\eta$. The phonon stress is $-\sum_i\gamma_i\mathcal E_i$, with $\mathcal E_i$ the mode energies per volume, so it changes by $-CT_0\,\mathrm{var}(\gamma)\,\eta$, where $C=\sum_iC_i$. The modulus thus relaxes by $\Delta M=CT_0\,\mathrm{var}(\gamma)$.

For a single relaxation time $\tau_r$, write $y=\omega_B\tau_r$ and $\delta=\Delta M/M\ll1$. The modulus is
\begin{equation}
M(\omega_B)=M\left[1+\delta\,\frac{-iy}{1-iy}\right]
=M\left[1+\delta\,\frac{y^2-iy}{1+y^2}\right].
\end{equation}
The sound wavenumber varies as $M(\omega_B)^{-1/2}$. To first order in $\delta$ its imaginary part, multiplied by $v$, is the amplitude decay rate
\begin{equation}
\Gamma_s=\frac{\omega_B\delta}{2}\,\frac{y}{1+y^2}\le\frac{\omega_B\delta}{4},
\end{equation}
with equality at $y=1$. For $C=1.66\times10^6$ J/(m$^3$ K), 300 K, density 2330 kg/m$^3$ and an assumed rms spread of $\gamma$ equal to 1, $\delta=3.0\times10^{-3}$. The upper bound is $1.478\times0.00303/4=1.1\times10^{-3}$ ps$^{-1}$, or 1.1\% of $\alpha v$. This is the damping of a sound wave of real frequency. The light probes the complex wavenumber $s$, and in the same model the decay of the trace can exceed $\alpha v$, taken with the low-frequency velocity, by up to 1.2\%. In this model the attenuation length is at least 7.5 $\mu$m, some ninety times the false value of 82 nm. Local exchange is an idealization: many heat-carrying phonons in silicon travel farther between collisions than the probed strain wavelength of 36 nm, and their motion can change the numerical factor. The result is thus a limit within the model and only an order of magnitude for the material. Defects are not included. A rough film interface, which the pulse crosses once, mainly lowers the size of the signal and not its later decay rate.

The optical constants, $v$ and $C$ are rough values for crystalline silicon. The value of $\kappa$ matters most: with 0.30 in place of 0.39 the optical decay time would be 12.6 ps instead of 9.7 ps. The coefficient $P$ and the pulse are model choices, so the computed size of $\delta R/R$ is no prediction; for monochromatic light the rate does not depend on them. The assumption of a known, constant $\alpha$ needs care in a real sample. Near 400 nm, $\kappa$ changes by roughly $-3.6\%$ per nanometre of probe wavelength. If absorption rises by a factor $e$ in 400 K, a rough assumption, heating by 10 K raises $\alpha$ by 2.5\%. Either shift exceeds the largest phonon damping of the model above.

The finite length of the probe pulse also matters. The scattered probe pulse lags the surface reflection by $t_d=2n_gvt/c$, with $n_g$ the group index. For Gaussian pulses of rms intensity duration $\sigma_t$, their overlap is $\exp(-t_d^2/8\sigma_t^2)$. With a 100 fs probe (full width at half maximum) and $n_g$ roughly 19, this removes 0.7\% of the amplitude at 9.7 ps. The loss grows at first as the square of the delay, to about 3\% at 20 ps. Near 10 ps it already raises the local decay rate by about 1.5\%, or 1.4\% if the change of $\kappa$ across the probe spectrum is included. The variation of $r_0$, $T$ and $P$ over that spectrum moves the figure by a few tenths of a percent, between roughly 1.3\% and 1.7\% for plausible dispersions. This is more than the phonon bound above, so a precise comparison must correct for it. Acoustic echoes in the film keep about 6\% of their amplitude per round trip of 3.1 ps, so they alter the early pulse rather than the later decay. For a spot radius of 5 $\mu$m the optical and acoustic diffraction lengths exceed 1 mm, far beyond the depths probed.

Unless defects damp the sound strongly, then, the decay at 400 nm in this example is mainly a measurement of $\alpha v$. A useful first check is to compare $\Gamma/\Omega$ with $\kappa/n=0.070$, which needs no sound velocity. Agreement does not prove that sound is undamped; it limits the damping to the uncertainty of the comparison, including that of $\kappa$, for which only a rough value is used here. An excess calls for an explanation, and sound attenuation is one candidate beside an error in $\alpha$ or a loss of probe coherence. Where a wavelength with much smaller $\kappa$ can be used, the optical share shrinks, but the probed frequency $2nv/\lambda$ changes too, so the acoustic losses found at the two wavelengths need not be equal.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Probe wavelength: 400 nm
Silicon index n, kappa (rough): 5.6, 0.39
Aluminium index (rough): 0.5 + 4.9i
Aluminium thickness: 10 nm
Sound velocity Si, Al (rough): 8.4, 6.4 km/s
Density Si, Al (rough): 2330, 2700 kg/m3
Peak strain, pulse width parameter: 0.001, 6.0 nm
Model d(eps)/d(strain): (20+10j)
Absorption coefficient alpha: 0.01225 1/nm
Absorption coefficient alpha: 1.225e+05 1/cm
Brillouin wavenumber 2 n k0: 0.1759 1/nm
Strain wavelength probed: 35.71 nm
Brillouin frequency: 235.2 GHz
Angular frequency, formula: 1.4778 rad/ps
Angular frequency, Maxwell solution: 1.4779 rad/ps
Decay rate alpha*v: 0.10292 1/ps
Decay rate, Maxwell solution: 0.10296 1/ps
Decay time 1/(alpha*v): 9.72 ps
False sound attenuation length v*tau: 81.6 nm
Periods in one decay time: 2.29
kappa/n: 0.06964
Rate/angular frequency, Maxwell: 0.06967
Unstrained reflectivity: 0.7343
Amplitude of dR/R at 10 ps: 8.582e-05
Amplitude of dR/R at 20 ps: 3.066e-05
Amplitude ratio 20 ps/10 ps: 0.3573
exp(-alpha*v*10 ps): 0.3573
Largest error of first-order formula: 4.7e-04
Decay rate with kappa = 0: 2.7e-05 1/ps
Added test diffusivity D: 3.0 nm2/ps
Rate with D, Maxwell: 0.19536 1/ps
Rate with D, formula: 0.19532 1/ps
Rate with D, plain sum: 0.19577 1/ps
Angular frequency with D, Maxwell: 1.4650 rad/ps
Angular frequency with D, formula: 1.4649 rad/ps
Pump depth in elastic simulation: 81.6 nm
Largest relative error of S(t): 2.9e-04
Strain step at 10, 30 ps: 0.9966, 0.9969
Heat capacity (rough): 1.66e+06 J/(m3 K)
Temperature, Grueneisen spread: 300 K, 1.0
Relative modulus step: 3.03e-03
Largest relaxation damping: 1.12e-03 1/ps
Its share of alpha*v: 1.09 %
Its sound attenuation length: 7.5 um
Probe duration, group index: 100 fs, 19.0
Delay of scattered pulse at tau: 10.35 fs
Amplitude lost by pulse delay: 0.74 %
Film acoustic echo coefficient: -0.062
Film ringing decay rate: 0.89 1/ps
Slope of kappa (rough): -0.014 1/nm
Change of kappa per +1 nm: -3.6 %
Heating, absorption e-fold: 10, 400 K
Change of alpha by heating: 2.5 %
Spot radius: 5 um
Optical diffraction length: 1.10 mm
Acoustic diffraction length: 2.20 mm
\end{verbatim}
